\section*{Why Equal Barrier Transmission Allows Unequal Currents Under Voltage Reversal}

\section{The situation}

An insulating film 10 nm thick separates two metal lines. The left metal has its Fermi level $\phi_L=3.2$ eV below the insulator's conduction-band edge, the right metal $\phi_R=3.8$ eV below it. With 8 V across the film, electrons tunnel from the negative metal to the positive one. When the leads are exchanged, the computed current falls by a factor of 74. Yet quantum mechanics gives an electron of given energy the same chance of crossing this lopsided barrier from either side.

The two facts concern different comparisons. One reverses the electron and keeps the barrier. The other reverses the voltage, which changes the barrier. Below, each possible source of a current difference is isolated and weighed: the direction of travel, the supply of electrons, the barrier height, the field, and the factors outside the tunnelling exponential.

\section{Direction of travel: no contribution}

Take a real, static potential $U(x)$, constant for $x<0$ and for $x>d$, with coherent, elastic motion. The wave number along the film is conserved, so the problem is one-dimensional. Let $E$ be the total energy of this one-dimensional motion, high enough for travelling waves on both sides. With a mass $m(x)$ that may differ in the film,
\begin{equation}
\left(\frac{\psi'}{m}\right)'=\frac{2}{\hbar^2}\,(U-E)\,\psi ,
\end{equation}
where $\psi$ and $\psi'/m$ are continuous. Let $\psi_1$ describe incidence from the left and $\psi_2$ incidence from the right, at the same $E$:
\begin{align}
\psi_1&=\begin{cases}e^{ik_Lx}+r\,e^{-ik_Lx}, & x<0\\ t\,e^{ik_R(x-d)}, & x>d\end{cases}\\
\psi_2&=\begin{cases}t'\,e^{-ik_Lx}, & x<0\\ e^{-ik_R(x-d)}+r'e^{ik_R(x-d)}, & x>d.\end{cases}
\end{align}
Define $W=\psi_1(\psi_2'/m)-(\psi_1'/m)\psi_2$. On differentiating, the two terms $\psi_1'\psi_2'/m$ cancel, leaving
\begin{equation}
W'=\psi_1\frac{2(U-E)}{\hbar^2}\psi_2-\frac{2(U-E)}{\hbar^2}\psi_1\psi_2=0 .
\end{equation}
So $W$ has the same value in both electrodes, whose mass is $m$:
\begin{align}
W_{x<0}&=-\frac{ik_L}{m}t'\left[(1+re^{-2ik_Lx})+(1-re^{-2ik_Lx})\right]=-\frac{2ik_L}{m}t',\\
W_{x>d}&=-\frac{ik_R}{m}t\left[(1-r'e^{2ik_R(x-d)})+(1+r'e^{2ik_R(x-d)})\right]=-\frac{2ik_R}{m}t .
\end{align}
With velocities $v=\hbar k/m$ this says $v_Lt'=v_Rt$. Transmission probability is a ratio of fluxes, so each squared amplitude carries a ratio of velocities:
\begin{equation}
T_{\leftarrow}=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\,\frac{v_R^2}{v_L^2}|t|^2=\frac{v_R}{v_L}|t|^2=T_{\rightarrow}.
\label{eq:recip}
\end{equation}
No symmetry of $U$ was used. What was used is a single energy shared by both states. If the barrier varies in time, or the electron exchanges energy with vibrations, this derivation does not apply.

In the 10 nm film at $+8$ V, at the left Fermi level, $|t|^2=8.97\times10^{-17}$ and $|t'|^2=1.79\times10^{-16}$. These differ by a factor of 2 because the kinetic energies are 8 eV on the left and 16 eV on the right, so $v_R/v_L=\sqrt2$. The velocity factors bring both probabilities to $1.27\times10^{-16}$.

Equal total energy is not equal kinetic energy. In a 3 nm film at $+1.5$ V, an electron with 8 eV of kinetic energy has $T=8.6\times10^{-16}$ from the left but $1.4\times10^{-19}$ from the right. The second electron has 1.5 eV less total energy and meets a higher barrier, so equation (\ref{eq:recip}) does not compare these two.

\section{Supply of electrons: no contribution}

Let $V$ be the voltage of the right electrode relative to the left, and count $J>0$ for net electron flow to the right. Put the energy zero midway between the Fermi levels, so that $\mu_L=+eV/2$ and $\mu_R=-eV/2$.

The stream from one electrode is $2e\int \frac{d^3k}{(2\pi)^3}\,v_x\,T f$, where 2 counts spin and $f$ is the Fermi function. Along $x$, $v_x\,dk_x=dE/\hbar$. Across it, $d^2k_\parallel/(2\pi)^2=m\,dE_\parallel/(2\pi\hbar^2)$. If $T$ depends on $E$ alone, the integral of $f$ over $E_\parallel$ gives
\begin{equation}
N(E-\mu)=k_BT_{\rm e}\ln\!\left[1+e^{-(E-\mu)/k_BT_{\rm e}}\right],
\end{equation}
with $T_{\rm e}$ the temperature. Since $T$ is the same both ways, the two streams combine into
\begin{equation}
J(V)=A\int T(E;V)\left[N(E-\tfrac{eV}{2})-N(E+\tfrac{eV}{2})\right]dE,\qquad A=\frac{em}{2\pi^2\hbar^3}.
\label{eq:J}
\end{equation}
At $V=0$ the bracket vanishes. For the 3 nm film at 300 K, a stream of $4.7\times10^{-9}$ A/cm$^2$ flows each way and the net current is zero. An asymmetric barrier does not rectify thermal motion.

Reversing $V$ changes only the sign of the bracket. For $V>0$, call the bracket $\Delta N\ge0$. Then
\begin{equation}
|J(V)|-|J(-V)|=A\int\left[T(E;V)-T(E;-V)\right]\Delta N(E)\,dE .
\label{eq:diff}
\end{equation}
The supply is the same for both signs. Any difference in current must come from the change of $T$ with the voltage.

\section{How the voltage changes the barrier}

For a film without trapped charge or image forces,
\begin{equation}
U(x;V)=\phi_L+(\phi_R-\phi_L)\frac{x}{d}+eV\left(\frac12-\frac{x}{d}\right).
\end{equation}
If reversal merely turned the barrier round, $U(d-x;-V)$ would equal $U(x;V)$. Substitution gives instead
\begin{equation}
U(d-x;-V)-U(x;V)=(\phi_R-\phi_L)\left(1-\frac{2x}{d}\right).
\end{equation}
This vanishes throughout the film only if $\phi_L=\phi_R$. With equal electrodes, the profiles are then mirror images, equation (\ref{eq:recip}) makes their transmissions equal, and $|J(V)|=|J(-V)|$. A 10 nm film with both barriers set to 3.5 eV gives a current ratio of 1.000000 at 8 V.

With unequal barriers, write $\delta=\phi_R-\phi_L=0.6$ eV. The band edge drops along the electron's path by $eV-\delta$ when the left electrode injects, and by $eV+\delta$ when the right one does. The low-barrier side therefore injects into the weaker field, and the two influences compete.

To weigh them, use the leading tunnelling exponent, $T\sim e^{-S}$ with $S=2\int\sqrt{2m_b(U-E)}\,dx/\hbar$ over the forbidden region, where $m_b$ is the barrier mass. At the injecting Fermi level $U-E=a-Fs$, where $s$ is the distance from the injector, $a$ its barrier and $F$ the slope. The height at the exit is $b=a-Fd$. Integrating the square root gives
\begin{equation}
S=\frac{4\sqrt{2m_b}}{3\hbar F}\left[a^{3/2}-\max(b,0)^{3/2}\right].
\label{eq:S}
\end{equation}
The maximum appears because the forbidden region ends inside the film when $b<0$.

\section{High voltage: height against field}

Take $m_b=0.5$ free-electron masses, electrode Fermi energies of 8 eV and a temperature of 300 K. At $\pm8$ V the exit heights are $3.8-8$ and $3.2-8$ eV, both negative, so $S\propto a^{3/2}/F$. The fields are
\begin{equation}
\frac{8-0.6}{10}\ \text{V/nm}=7.40\ \text{MV/cm},\qquad \frac{8+0.6}{10}\ \text{V/nm}=8.60\ \text{MV/cm}
\end{equation}
for left and right injection. For left injection $S_+=37.36$. Now change one quantity at a time:
\begin{align}
\text{height } 3.2\to3.8\text{ eV:}&\quad 37.36\times(3.8/3.2)^{3/2}=48.35,\\
\text{field } 7.40\to8.60\text{ MV/cm:}&\quad 48.35\times 7.40/8.60=41.60=S_- .
\end{align}
The higher barrier adds 10.99 to the exponent and the stronger field takes back 6.75. (Changing the field first would split the same total differently.) The net 4.24 favours left injection by $e^{4.24}\approx69$.

The currents from equation (\ref{eq:J}), with $T$ from a numerical solution of the wave equation, are $9.5\times10^{-9}$ A/cm$^2$ at $+8$ V and $1.3\times10^{-10}$ A/cm$^2$ in magnitude at $-8$ V. Their ratio is 74, so at this voltage everything outside the exponential contributes a factor of $74.0/69.4\approx1.07$. That factor is not constant. Beyond the forbidden region the electron wave is partly reflected at the sharp exit, and the resulting interference depends on voltage and thickness. Between 7 and 9 V the factor swings between about 0.75 and 1.1; with the exit reflection removed it stays near 0.92. Scattering in a real film would weaken this swing. The current ratio ranges from about 40 to 78 over the same voltages, but most of that range is the smooth change of the exponential itself, from 48 to 78. At 8 V, in logarithms:

\begin{center}
\begin{tabular}{lr}
Contribution & to $\ln[J(8\,\mathrm{V})/|J(-8\,\mathrm{V})|]$\\
\hline
Direction of travel & 0\\
Supply of electrons & 0\\
Barrier height & $+10.99$\\
Field & $-6.75$\\
Outside the exponential & $+0.06$\\
\hline
Total & $+4.30$
\end{tabular}
\end{center}

At $E=4$ eV, the injecting Fermi level for either sign, $T$ is $1.27\times10^{-16}$ at $+8$ V and $1.44\times10^{-18}$ at $-8$ V, each value holding in both directions. Their ratio is 88 rather than 74 because the current collects a range of energies, over which the exit interference moves the ratio of transmissions between about 30 and 115 within 0.2 eV of the Fermi level. Without the exit reflection the ratio would be 69 at the Fermi level and 64 in the current.

The low barrier does not win at every voltage. While both exit heights are negative, the exponents are equal when
\begin{equation}
\frac{\phi_L^{3/2}}{eV^*-\delta}=\frac{\phi_R^{3/2}}{eV^*+\delta}
\quad\Rightarrow\quad
eV^*=\delta\,\frac{\phi_R^{3/2}+\phi_L^{3/2}}{\phi_R^{3/2}-\phi_L^{3/2}}=4.68\ \text{eV}.
\end{equation}
This exceeds $\phi_R$, as the assumption $b<0$ requires. The computed ratio $J(V)/|J(-V)|$ passes through 1 at about 4.6 V; it is about 0.10 at 4 V and 23 at 6 V. The exponential alone gives 0.03 and 20, so at 4 V it fixes the direction but not the size. The reversal at 4 V is of no practical use in this film: $1.5\times10^{-27}$ A/cm$^2$ is about one electron per cm$^2$ in three years.

\section{Low voltage: a small effect of the other sign}

A 3 nm film at $\pm1.5$ V carries a larger current and stays forbidden over its whole thickness. Seen from the injecting Fermi level, the barrier falls from 3.2 to 2.3 eV for left injection and from 3.8 to 1.7 eV for right injection. The mean is $\bar\phi=2.75$ eV both times; only the drop $\Delta$ differs, 0.9 against 2.1 eV.

With $u=\frac12-s/d$, expand for $\Delta\ll\bar\phi$:
\begin{equation}
\sqrt{\bar\phi+\Delta u}\approx\sqrt{\bar\phi}\left(1+\frac{\Delta u}{2\bar\phi}-\frac{\Delta^2u^2}{8\bar\phi^2}\right).
\end{equation}
Across the film $u$ averages to zero and $u^2$ to $1/12$, so
\begin{equation}
S\approx2\kappa d\left(1-\frac{\Delta^2}{96\bar\phi^2}\right),\qquad \kappa=\frac{\sqrt{2m_b\bar\phi}}{\hbar}.
\end{equation}
The steeper barrier has the smaller exponent. Since $(eV+\delta)^2-(eV-\delta)^2=4eV\delta$,
\begin{equation}
S_+-S_-\approx\frac{\kappa d\,eV\,\delta}{12\,\bar\phi^2}=\frac{18.0\times1.5\times0.6}{12\times2.75^2}\approx0.179,
\end{equation}
where $\kappa d\approx18.0$ is half the exponent. Equation (\ref{eq:S}) gives 0.185. The exponential alone would make the current ratio 0.83; the computed ratio is 0.89, from $3.76\times10^{-7}$ and $4.23\times10^{-7}$ A/cm$^2$. The factors outside the exponential happen to amount to about 1.07 here too, but now they cancel over a third of the logarithmic effect. In this model, with equal Fermi energies in the two electrodes, the high-barrier electrode injects slightly more. So small an effect also depends on the electrodes: Fermi energies of 11.7 eV on the left and 8 eV on the right give a ratio of 0.93, and 11.7 and 5 eV give 1.00.

As $V\to0$, expand $J=GV+G_2V^2+\dots$. The linear term has equal magnitude for both signs, so the asymmetry starts with $J(V)+J(-V)\approx2G_2V^2$. Doubling the voltage from 0.05 to 0.1 V multiplies this sum by 4.05, close to the expected 4. At 0.1 V the two magnitudes differ by only 0.6\%.

\section{What a real film adds}

The barriers are rough values for aluminium and titanium nitride on silicon dioxide, a dense relative of low-$k$ dielectrics; processing can shift them. The 8 eV Fermi energy is a round value, below aluminium's roughly 12 eV, but it does not enter $S$; raising it to 11.7 eV in either electrode or both keeps the 8 V ratio between 73 and 78. The barrier mass matters more: 0.42 instead of 0.5 free-electron masses lowers that ratio to 46. A constant mass is itself rough 3--4 eV into a gap of about 9 eV: a two-band (Franz) dispersion with the same band-edge mass reduces the exponential factor at 8 V from 69 to 16, and changes the thin-film value from 0.83 to 0.73, keeping both directions. Fields of 7--9 MV/cm belong to stress tests, not normal operation, and approach the rough 10 MV/cm at which good silicon dioxide breaks down. Porous low-$k$ films generally fail sooner.

Each correction below is applied alone to the 10 nm film at $\pm8$ V; the factors are relative to the currents above.
\begin{itemize}
\item Image forces, taken with a fast relative permittivity of 2.1, lower the barrier and raise the currents by 15 and 13 times; the ratio becomes 85. These values cut off the diverging image potential at the electrode band bottom; cutting it off at the Fermi level instead gives about 11 for both and a ratio of 75.
\item Conserving the transverse wave number in the lighter-mass film halves both currents; the ratio stays 74.
\item Heating to 400 K raises both by about a third; the ratio becomes 72.
\item A sheet of $10^{12}$ trapped electrons per cm$^2$ at mid-film, taken with a static relative permittivity of 3.9, cuts them to 0.27 and 0.33; the ratio becomes 61.
\end{itemize}

The assumption most at risk is that electrons cross in one step. Suppose $10^{10}$ traps per cm$^2$ sit where each splits the exponent in half, at matching energy, with an attempt rate $\nu=10^{13}$ s$^{-1}$. Two equal steps in series halve the rate:
\begin{equation}
J_{\rm trap}\sim\tfrac12\,e N_t\,\nu\,e^{-S/2}\approx6\times10^{-5}\ \text{A/cm}^2\quad\text{at }+8\text{ V}.
\end{equation}
This is some 6500 times the direct current. It is a deliberately favourable estimate, but it shows that the direct current is no prediction of leakage in a defective film. At $-8$ V the favourable position lies near the right electrode instead. The trap must also be deeper: an equal split at matching energy needs a level $a/2^{2/3}$ below the band edge, which is 2.0 eV for left injection and 2.4 eV for right injection. If as many suitable traps exist for each sign, the same estimate gives $7\times10^{-6}$ A/cm$^2$ at $-8$ V, a ratio near 8: halving the exponent takes the square root of the exponential's factor of 69. For electrons at the injecting Fermi level, traps of a single depth cannot split the exponent equally for both signs. Even at the best position for each sign, the ratio is then several hundred for a depth of 2.0 eV and about 0.06 for 2.4 eV (about 0.1 when thermal occupation at 300 K is included). Trap-assisted leakage can therefore favour either direction, depending on the depth and placement of the traps.

\section*{Table of computed values}
\begin{verbatim}
Barriers left, right: 3.2, 3.8 eV; barrier mass 0.5
Electrode Fermi energy: 8.0 eV; temperature 300 K
Supply prefactor A: 1.618e+10 A/cm2/eV^2
--- 10 nm film, +8 V and -8 V ---
T at E=4 eV, +8 V, from left:  1.2682e-16
T at E=4 eV, +8 V, from right: 1.2682e-16
|t|^2 there, from left, right: 8.967e-17, 1.793e-16
Right-side kinetic energy at E=4 eV, -8 V: 8.0 eV
T at E=4 eV, -8 V, from left:  1.4382e-18
T at E=4 eV, -8 V, from right: 1.4382e-18
Film field +8 V, -8 V: 7.40, 8.60 MV/cm (sizes)
Exponent S +8 V, -8 V: 37.36, 41.60
exp(S difference): 69.4
J(+8 V): 9.506e-09 A/cm2
J(-8 V): -1.284e-10 A/cm2
Ratio J(+8)/|J(-8)|: 74.0
Equal-exponent voltage: 4.68 V
Ratio at 4 V, 6 V: 0.096, 23.12
J(+4 V), 10 nm: 1.5e-27 A/cm2
Symmetric 3.5 eV film, ratio at 8 V: 1.000000
--- 3 nm film, +1.5 V and -1.5 V ---
Film field +1.5 V, -1.5 V: 3.00, 7.00 MV/cm (sizes)
Exponent S +1.5 V, -1.5 V: 36.004, 35.819
S difference, full and short formula: 0.185, 0.179
J(+1.5 V): 3.762e-07 A/cm2
J(-1.5 V): -4.232e-07 A/cm2
Ratio J(+1.5)/|J(-1.5)|: 0.889
Ratio from exponent alone: 0.831
Ratio at 0.1 V: 0.9939
Even part of J, 0.1 V over 0.05 V: 4.047
Zero-bias stream each way: 4.7038e-09, 4.7038e-09 A/cm2
+1.5 V, kinetic energy 8 eV, T from left:  8.620e-16
+1.5 V, kinetic energy 8 eV, T from right: 1.391e-19
--- neglected effects, 10 nm, 8 V: J factor at +8, -8; new ratio ---
Image force: 15.4, 13.4; 84.8
Transverse motion: 0.5, 0.5; 74.0
400 K: 1.33, 1.36; 72.4
1e12/cm2 mid-film electrons: 0.268, 0.326; 60.8
Trap path: 1e+10 traps/cm2, attempt rate 1e+13 /s
Trap-path J at +8, -8 V: 6.2e-05, 7.4e-06 A/cm2 (sizes)
Trap path over clean current, +8 V: 6.5e+03
\end{verbatim}
